\section*{Field singularity at a metal corner between an air gap and dielectric}

\section{The situation}

Two neighbouring metal lines in an interconnect can be separated by air instead of solid dielectric. This lowers their capacitance, but the air gap ends somewhere. If it ends level with the tops of the lines, each upper metal corner touches two media: air at the side wall and dielectric above. An electric field is already concentrated at a sharp metal corner in one uniform medium. The question is how the change of medium at the corner alters that concentration.

Let a perfect conductor fill the quadrant $x<0$, $y<0$. Air, with relative permittivity 1, fills $x>0$, $y<0$. A linear, isotropic dielectric of relative permittivity $k$ fills $y>0$. The air--dielectric plane carries no free charge, and nothing varies along the line. The claim is that the potential difference $u$ from the metal behaves near the edge as
\begin{equation}
u\simeq A\,r^{\nu}\Phi(\theta),\qquad
\nu=\frac{2}{\pi}\arctan\sqrt{1+\frac{2}{k}} .
\label{eq:main}
\end{equation}
Here $r$ is the distance from the edge and $\Phi$ is a function of angle. The zero of potential matters: a potential measured from another reference has an added constant and is not itself a power of $r$.

The sharp corner is an idealization. For a real corner, \eqref{eq:main} can describe at most the distances well above its radius of curvature and well below the line dimensions.

\section{Separation of the potential}

Measure $\theta$ from the air--dielectric plane, positive upwards. The side wall is at $\theta=-\pi/2$ and the metal top at $\theta=\pi$. Air thus occupies an angle $\pi/2$ and dielectric an angle $\pi$. Inside each medium $u$ obeys Laplace's equation,
\begin{equation}
\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial u}{\partial r}\right)
+\frac1{r^2}\frac{\partial^2u}{\partial\theta^2}=0 .
\label{eq:laplace}
\end{equation}
Insert $u=R(r)\Phi(\theta)$, multiply by $r^2$ and divide by $R\Phi$. One term then depends on $r$ alone and the other on $\theta$ alone, so each is constant:
\begin{equation}
r(rR')'=\lambda R,\qquad \Phi''=-\lambda\Phi .
\end{equation}

The constant is positive. To see this, let $\varepsilon(\theta)$ be 1 in air and $k$ in the dielectric. Multiply the angular equation by $\varepsilon\Phi$ and integrate by parts over both media. The end terms vanish because $\Phi=0$ on the metal, and the interface terms cancel because $\Phi$ and $\varepsilon\Phi'$ are continuous. Hence
\begin{equation}
\lambda=\frac{\int\varepsilon\,\Phi'^2\,d\theta}{\int\varepsilon\,\Phi^2\,d\theta}>0 .
\end{equation}
Zero is excluded since it would require a constant $\Phi$, which the metal forces to vanish. We may therefore write $\lambda=\nu^2$ with $\nu>0$, and $R=r^{\nu}$ or $r^{-\nu}$.

The angular functions that vanish on the metal are, with the air amplitude set to one,
\begin{equation}
\Phi=\begin{cases}
\sin\nu(\theta+\pi/2), & -\pi/2<\theta<0,\\
b\,\sin\nu(\pi-\theta), & 0<\theta<\pi .
\end{cases}
\label{eq:phi}
\end{equation}
Setting the air amplitude to one loses no solution. If it were zero, continuity of $\Phi$ and $\varepsilon\Phi'$ would require $b\sin\nu\pi=0$ and $b\cos\nu\pi=0$, hence $b=0$.

\section{Matching at the interface}

Put $a=\nu\pi/2$. Continuity of the potential at $\theta=0$ gives
\begin{equation}
\sin a=b\sin2a .
\label{eq:cont}
\end{equation}
Without free charge the normal displacement is continuous, so $\varepsilon\,\partial u/\partial\theta$ has the same value on both sides. Differentiating the second line of \eqref{eq:phi} brings a minus sign, because its argument decreases with $\theta$:
\begin{equation}
\cos a=-k\,b\cos2a .
\label{eq:flux}
\end{equation}

Before dividing, consider the possible zeros. If $\cos a=0$, then $\sin2a=0$, and \eqref{eq:cont} would require $\sin a=0$, which is impossible. If $\cos2a=0$, then \eqref{eq:flux} would require $\cos a=0$, already excluded. If $\sin a=0$, then $a=n\pi$, and both conditions hold with $b=-\cos a/k$. This gives solutions $\nu=2n$, $n=1,2,\ldots$

For $\sin a\ne0$, divide \eqref{eq:cont} by \eqref{eq:flux}:
\begin{equation}
\tan a=-\frac1k\tan2a .
\end{equation}
With $t=\tan a$ and $\tan2a=2t/(1-t^2)$,
\begin{align}
k\,t&=-\frac{2t}{1-t^2},\\
k(1-t^2)&=-2,\\
t^2&=1+\frac2k .
\label{eq:t}
\end{align}
Division by $t$ is allowed because $t\neq0$ here. The smallest positive solution is $a=\arctan\sqrt{1+2/k}$, which is \eqref{eq:main}. The others follow from $a\to n\pi\pm a$, so the positive exponents are
\begin{equation}
\nu,\quad 2-\nu,\quad 2,\quad 2+\nu,\quad 4-\nu,\ \ldots
\label{eq:spectrum}
\end{equation}
where $\nu$ now denotes the smallest. Since $t>1$ is finite for finite positive $k$, $a$ lies between $\pi/4$ and $\pi/2$, and $\nu$ lies between $1/2$ and $1$. This establishes the order in \eqref{eq:spectrum}.

The angular problem was also solved by finite elements, without the matching formula, for $k=0.3$, 1, 2.7, 12 and 1000. The four lowest exponents agreed with \eqref{eq:spectrum} to within $6\times10^{-5}$. For $k=2.7$ they were 0.5871, 1.4129, 2.0000 and 2.5872.

\section{Why the leading term is present}

An allowed exponent need not appear in a given potential; its amplitude might vanish. Let $\Phi$ be the lowest angular function and define
\begin{equation}
P(r)=\int_{-\pi/2}^{\pi}\varepsilon\,u\,\Phi\,d\theta,\qquad
N=\int_{-\pi/2}^{\pi}\varepsilon\,\Phi^2\,d\theta .
\end{equation}
Apply the radial operator to $P$, use \eqref{eq:laplace}, and integrate by parts twice:
\begin{align}
r(rP')'&=-\int\varepsilon\,\frac{\partial^2u}{\partial\theta^2}\,\Phi\,d\theta\\
&=-\int\varepsilon\,u\,\Phi''\,d\theta=\nu^2P .
\end{align}
The boundary terms vanish on the metal, where $u=\Phi=0$. At the interface they cancel, because $u$, $\Phi$, $\varepsilon\,\partial u/\partial\theta$ and $\varepsilon\Phi'$ are all continuous. Therefore
\begin{equation}
P=Cr^\nu+Dr^{-\nu}.
\end{equation}

Finite field energy removes $D$. The Cauchy--Schwarz inequality gives $P'^2\le N\int\varepsilon(\partial u/\partial r)^2d\theta$, so the energy near the edge is at least proportional to $\int P'^2\,r\,dr$. With $D\ne0$ the integrand would behave as $r^{-2\nu-1}$ and the integral would diverge at $r=0$.

The amplitude $C$ is not zero if $u$ has one sign near the edge. The lowest $\Phi$ is positive between the metal faces: its sine arguments lie between 0 and $\pi$, and $b=1/(2\cos a)>0$. If $u>0$, then $P>0$ and $C>0$. The amplitude in \eqref{eq:main} is $A=C/N$. For a line next to one at higher potential, with no conductor anywhere at lower potential, the maximum principle supplies this sign. A potential specially arranged to change sign around the edge could have $A=0$, and a higher exponent would then lead.

The remaining terms in the angular expansion start with $r^{2-\nu}$. Sufficiently close to the edge, their size relative to the leading term is at most of order $(r/L)^{2-2\nu}$, where $L$ is a length set by the surrounding geometry. Farther out, several terms contribute and no single power describes the correction. The projection $P$ contains none of them. It remains a pure power out to the nearest other boundary, which makes it useful for extracting $A$.

\section{Field strengths in the two media}

In air the leading field components are
\begin{align}
E_r&=-\nu A r^{\nu-1}\sin\nu(\theta+\pi/2),\\
E_\theta&=-\nu A r^{\nu-1}\cos\nu(\theta+\pi/2).
\end{align}
The squares of sine and cosine add to one, so the magnitude is independent of angle within the air:
\begin{equation}
|E_{\rm air}|=\nu|A|r^{\nu-1}.
\label{eq:eair}
\end{equation}
The same calculation in the dielectric gives this expression times $b$. From \eqref{eq:t},
\begin{equation}
\cos^2a=\frac1{1+t^2}=\frac{k}{2(k+1)},\qquad
b=\frac1{2\cos a}=\sqrt{\frac{k+1}{2k}} .
\end{equation}
At equal small $r$ the fields therefore have the ratio
\begin{equation}
\frac{|E_{\rm air}|}{|E_{\rm diel}|}=\sqrt{\frac{2k}{k+1}} .
\label{eq:ratio}
\end{equation}
For $k>1$ the air carries the larger field, by a factor less than $\sqrt2$. The ratio is not $k$, because the field at the interface has a tangential part, which is continuous, as well as a normal part, which is not.

The field diverges at an ideal edge, but the charge does not. The surface charge density varies as $r^{\nu-1}$, and its integral from the edge to $r$ varies as $r^\nu/\nu$, which is finite.

\section{Limits and dependence on permittivity}

For $k=1$, $\tan a=\sqrt3$, so $a=\pi/3$ and $\nu=2/3$. This is the corner in a uniform medium.

For large $k$, $\sqrt{1+2/k}\simeq1+1/k$. The derivative of $\arctan t$ at $t=1$ is $1/2$, hence
\begin{equation}
\nu\simeq\frac12+\frac1{\pi k}\qquad(k\gg1).
\end{equation}
The limiting value has a direct meaning. Continuity of displacement makes the normal field on the dielectric side of the interface a factor $k$ smaller than on the air side. As $k\to\infty$ the dielectric sees an interface with no normal field. Its angular function must vanish at $\theta=\pi$ and have zero slope at $\theta=0$, which gives $\nu\pi=\pi/2$.

If the side medium has permittivity $k_s$ instead of 1, dividing the displacement condition by $k_s$ shows that $k$ is replaced by $\kappa=k/k_s$. The opposite limit, $\kappa\ll1$, then describes a side medium of much higher permittivity than the one above. With $\arctan t\simeq\pi/2-1/t$ and $t\simeq\sqrt{2/\kappa}$,
\begin{equation}
\nu\simeq1-\frac{\sqrt{2\kappa}}{\pi}\qquad(\kappa\ll1).
\end{equation}
As $\kappa\to0$ the power-law singularity disappears, but a weaker one remains in the upper medium. The side medium then sees an interface with no normal field, and its potential near the edge is proportional to the distance from the wall. The medium above must match this linear potential on the interface and vanish on the metal top. Its potential therefore contains a term $r\ln r$, and its field diverges as $\ln(1/r)$.

Between these limits $\nu$ falls steadily as $k$ rises. Since $t=\sqrt{(k+2)/k}$, $dt/dk=-1/(k^2t)$ and $1+t^2=2(k+1)/k$,
\begin{equation}
\frac{d\nu}{dk}=\frac2\pi\,\frac1{1+t^2}\,\frac{dt}{dk}
=-\frac{1}{\pi(k+1)\sqrt{k(k+2)}} .
\end{equation}
A dielectric cap with $k>1$ above air thus makes the corner field diverge more strongly than in a uniform medium. The exponent falls from 0.667 at $k=1$ to 0.608 at $k=2$, 0.564 at $k=4$ and 0.540 at $k=7$.

\section{An air gap between 20 nm lines}

Consider a periodic array of long lines, each 20 nm wide and 40 nm high, separated by 20 nm. The lines are alternately at 0 and 1.0 V. Air fills the gaps, and dielectric with $k=2.7$ lies above and below. The exponent is
\begin{equation}
\nu=\frac2\pi\arctan\sqrt{1+\frac{2}{2.7}}
=\frac2\pi\arctan(1.319)=0.587 .
\end{equation}

The amplitude depends on the whole structure. It was found by solving Laplace's equation on a graded grid, with no exponent built in. By symmetry the mid-gap plane lies 0.5 V from either line. Projection of this solution at $r=1$ nm gives $A=0.143$ V/nm$^\nu$. Between 0.01 and 8 nm the projection has logarithmic slope 0.5871, as the derivation requires. The unprojected potential on the interface, between $3\times10^{-5}$ and $3\times10^{-4}$ nm, has slope 0.5879. Such radii test the continuum limit and have no atomic meaning.

At $r=0.001$ nm the solution gives a side-wall to top field ratio of 1.208, in agreement with \eqref{eq:ratio}. On the diagonals in both media the field magnitude agrees with that at the adjoining metal face to within 0.1\%.

At 1 nm from the edge, \eqref{eq:eair} gives
\begin{equation}
|E_{\rm air}|=0.5871\times0.1433\ {\rm V/nm}
=0.0841\ {\rm V/nm}=0.841\ {\rm MV/cm}.
\end{equation}
The mean field across the gap is $1\ {\rm V}/20\ {\rm nm}=0.5$ MV/cm. The full solution for the side wall shows how far the leading term can be used:

\begin{center}
\begin{tabular}{ccc}
$r$ (nm) & leading term (MV/cm) & full solution (MV/cm)\\
0.1 & 2.18 & 2.19\\
1 & 0.841 & 0.887\\
2 & 0.632 & 0.701\\
4 & 0.475 & 0.581
\end{tabular}
\end{center}

Relative to the full solution, the leading term is about 5\% low at 1 nm and 18\% low at 4 nm. Between 1 and 2 nm the full field falls with a local power of about $-0.34$, not $\nu-1=-0.41$. The top field at 1 nm is 0.68 MV/cm, so the side-to-top ratio there is already 1.31 instead of 1.21. The surroundings affect the two faces differently.

Now fill the gap with the same dielectric as above and below, holding the geometry and bias fixed. The potential is then independent of the common $k$, and the corner exponent becomes $2/3$. The side-wall field at 1 nm is 0.74 MV/cm, so the air gap raises it by a factor 1.19. At 0.1 nm the factor is 1.48. It grows towards the edge because the two singularities have different exponents.

\section{What the ideal corner leaves out}

\textbf{Rounding.} Give the corner a radius of 2 nm and let air fill the space released by the metal. The side-wall field 4 nm below the original edge rises by 5.8\%. The sign follows from the maximum principle. On the old metal surface the new $u$ is zero or positive, and the mid-gap potential is unchanged, so $u$ cannot decrease anywhere outside the old metal. On the remaining wall it is still zero, so its slope there cannot decrease.

The air field averaged over the rounded surface is 1.6 MV/cm. Inserting $r=2$ nm into the sharp-corner law would give 0.63 MV/cm, too small by a factor of about 2.5 to 2.6 for this average. The radius of curvature is therefore not a safe substitute for $r$. Near the top of the arc a thin air wedge separates metal from dielectric. The field there is almost normal to both surfaces, and continuity of displacement makes the air field about $k$ times that in the adjoining dielectric. The air field near the top of the arc reaches about 2.5 MV/cm, well above the average. The wedge is not the whole cause of the discrepancy: with one uniform medium around the same rounded corner, the substitution $r=2$ nm is already too small by a factor of about 1.6.

\textbf{A liner.} Put a 2 nm layer with $k_s=5$, a rough value for a dense barrier dielectric, on the side wall. At distances well below 2 nm the relevant ratio is $\kappa=2.7/5=0.54$, and the formula gives $\nu=0.725$. The field solution gives the same value to three digits. The side-wall field at 1 nm, now inside the liner, falls from 0.89 to 0.38 MV/cm. This is a reduction by more than half.

\textbf{Penetration into the metal.} Linear Thomas--Fermi screening with a rough copper electron density of $8.5\times10^{28}$ m$^{-3}$ has a length of 0.055 nm. Including it raises the side-wall field at 1 nm by 4.4\%. This estimate omits electron spill-out and atomic structure. Spill-out moves the screening charge outwards and can reverse the sign of the change, so the figure indicates only a rough size.

\textbf{Permittivity.} Lowering or raising $k$ by 10\% changes $\nu$ from 0.587 to 0.594 or 0.581.

\textbf{Conduction and breakdown.} Take rough barriers of 4.5 eV in air and 3 eV in the dielectric. With 1 V applied, the barrier seen by an electron at the Fermi level of the negative line is never below $\phi-1$ eV, where $\phi$ is the zero-bias barrier, if image lowering is ignored. A path at least $s=20$ nm long then has a WKB exponent of at least
\begin{equation}
\frac{2s}{\hbar}\sqrt{2m_e(\phi-1\ {\rm eV})},
\end{equation}
which is 383 in air and 290 in the dielectric for the free-electron mass. Direct tunnelling across the gap is negligible in this model. Current through defects in the dielectric or along its surfaces is outside it. An electron gains at most 1 eV from the bias, well below a rough 12 eV for ionizing gas molecules, so it cannot start an avalanche by direct ionization. The average air field on the rounded edge is about a third of a rough dielectric strength of 5 MV/cm. This compares scales; it is not a breakdown margin, since the average is neither a peak value nor a field inside the dielectric.

\section{Use for real interconnects}

The dimensions, bias and permittivity chosen here lie in the regime of advanced copper interconnects. The bare side wall, the uncapped metal top and the flat roof of the air gap are idealizations; copper lines normally carry a denser capping layer. Deposition that closes a gap can leave dielectric on the walls and a tapered void. The liner calculation shows that a wall layer can reduce the field at the metal side wall by more than half at 1 nm. This is not a general relief: the field in the air just outside the layer is higher than at the same point without it. Far below the roof this is because the layer takes up less of the voltage than the air it replaces. Near the roof the rise is larger, because liner, air and upper dielectric meet at a new edge with its own singularity, of exponent about 0.77 for these permittivities. A tapered roof changes the angles occupied by the two media, and this generally changes the exponent; the effect was not calculated here. If a separate capping layer lies directly on the metal and also spans the air gap, its own permittivity enters the formula at distances well below its thickness.

With a 2 nm corner radius and only 10 nm to the mid-gap plane, this structure has no wide interval in which the pure power law holds. The exponent shows how the choice of media changes the tendency of the field to concentrate. A field value for a reliability estimate needs the actual corner shape and liner. The main computed values are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
line width, gap, height: 20, 20, 40 nm
bias between lines: 1.0 V; dielectric k: 2.7
nu for k=1.0: 0.6667
nu for k=2.0: 0.6082
nu for k=2.7: 0.5871
nu for k=4.0: 0.5641
nu for k=7.0: 0.5399
nu for k 10% lower, higher: 0.5942, 0.5811
angular eigenproblem, four lowest exponents: [0.5871 1.4129 2.     2.5872]
largest spectrum error over five k: 5.5e-05
raw slope of u near edge, air gap: 0.5879
slope of projected u, 0.01 to 8 nm: 0.5871
raw slope near edge, filled structure: 0.6670
amplitude A: 0.1433 V/nm^nu
change of A on coarse grid: 0.01 %
air/dielectric field ratio, law: 1.2081
air/dielectric field ratio, solver at 0.001 nm: 1.2084
diagonal/wall field, air, dielectric 45, 135 deg: [1.0008 0.9999 1.0009]
mean gap field V/s: 0.500 MV/cm
side-wall field at 0.1 nm, law, full: 2.177, 2.191 MV/cm
side-wall field at 1.0 nm, law, full: 0.841, 0.887 MV/cm
side-wall field at 2.0 nm, law, full: 0.632, 0.701 MV/cm
side-wall field at 4.0 nm, law, full: 0.475, 0.581 MV/cm
top field at 1 nm, full: 0.677 MV/cm
side-wall field at 0.1 nm, filled: 1.482 MV/cm
air-gap/filled side-wall field at 0.1 nm: 1.479
side-wall field at 1.0 nm, filled: 0.744 MV/cm
air-gap/filled side-wall field at 1.0 nm: 1.192
corner radius: 2.0 nm
mean air field on rounded edge: 1.610 MV/cm
change of that field between grids: -0.66 %
rounding changes side-wall field at 4 nm by: 5.8 %
liner thickness, k (rough): 2.0 nm, 5.0
exponent inside liner, law, solver: 0.7250, 0.7249
side-wall field at 1 nm with liner: 0.377 MV/cm
copper electron density (rough): 8.5e+28 m^-3
Thomas-Fermi screening length: 0.0553 nm
screening changes side-wall field at 1 nm by: 4.4 %
barriers, air and dielectric (rough): 4.5, 3.0 eV
WKB exponent at least, air, dielectric: 383, 290
dielectric strength (rough): 5 MV/cm
rounded-edge field / strength: 0.322
electron energy from bias, gas ionization (rough): 1, 12 eV
\end{verbatim}
